# One set of bcc exchange couplings in eight conventions: test program

```python
"""Exchange conventions for classical spins on a bcc lattice.

Result under test: E = sign * sum K_ij v_i.v_j, where every pair appears
'count' times and v_i = length * e_i (e_i a unit vector), depends only on
    W_ij = -sign * count * length**2 * K_ij.
Magnon energy:            [W(0) - W(q)] / S,   S = moment / g
Classical mean field:     k_B T = W(0) / 3
Here W(q) is the lattice sum of W_0j cos(q.R_j). Energies are in mHa and
hbar = 1. The couplings are round model values, not computed for iron.
The tests use the literal energy sums on a periodic crystal.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

MEV_PER_MHA = physical_constants["Hartree energy in eV"][0]
KELVIN_PER_MHA = physical_constants["hartree-kelvin relationship"][0] / 1000

moment = 2.2                 # Bohr magnetons
g_factor = 2.0
S = moment / g_factor
source_shells = np.array([0.6, 0.3, -0.02])
source = (-1, 2, "unit")     # sign, appearances of each pair, vector type
conventions = list(itertools.product((-1, 1), (2, 1), ("unit", "spin")))

# Periodic crystal: coordinates in units of a/2, all even or all odd.
cells = 4
period = 2 * cells
sites = np.array([r for r in itertools.product(range(period), repeat=3)
                  if len({x % 2 for x in r}) == 1])
number = len(sites)
separation = sites[:, None, :] - sites[None, :, :]
separation = (separation + cells) % period - cells
distance2 = np.sum(separation**2, axis=2)
shell_masks = [distance2 == d for d in (3, 4, 8)]
neighbours = [int(mask[0].sum()) for mask in shell_masks]
assert neighbours == [8, 6, 12]


def vector_length(convention):
    return S if convention[2] == "spin" else 1.0


def pair_strength(shells, convention):
    sign, count, _ = convention
    return -sign * count * vector_length(convention)**2 * np.array(shells)


def convert(shells, old, new):
    return pair_strength(shells, old) / pair_strength(1.0, new)


def coupling_matrix(shells):
    return sum(k * mask for k, mask in zip(shells, shell_masks))


def literal_energy(matrix, convention, directions):
    """Evaluate the Hamiltonian exactly as its convention writes it."""
    sign, count, _ = convention
    vectors = vector_length(convention) * directions
    terms = matrix * (vectors @ vectors.T)
    return sign * (terms.sum() if count == 2 else np.triu(terms, 1).sum())


def shell_factors(q):
    """Closed bcc cosine sums; q in units of 2 pi / a."""
    half = np.cos(np.pi * np.array(q))
    x, y, z = np.cos(2 * np.pi * np.array(q))
    return np.array([8 * np.prod(half), 2 * (x + y + z),
                     4 * (x * y + y * z + z * x)])


def measured_magnon(matrix, convention, q, cone=0.3):
    """Precession rate of a conical spiral from energy differences."""
    phase = np.pi * sites @ np.array(q)
    e = np.column_stack((np.sin(cone) * np.cos(phase),
                         np.sin(cone) * np.sin(phase),
                         np.full(number, np.cos(cone))))
    rates = []
    for i in (0, 37, 101):
        gradient = np.zeros(3)
        for axis in range(3):
            for step in (0.1, -0.1):
                moved = e.copy()
                moved[i, axis] += step
                gradient[axis] += (literal_energy(matrix, convention, moved)
                                   / (2 * step))
        velocity = -np.cross(e[i], gradient) / S
        rate = (e[i, 0] * velocity[1] - e[i, 1] * velocity[0])
        rate /= np.sin(cone)**2
        rigid = rate * np.array([-e[i, 1], e[i, 0], 0.0])
        assert np.allclose(velocity, rigid, atol=1e-8)
        rates.append(-rate / np.cos(cone))
    assert np.ptp(rates) < 1e-7
    return np.mean(rates)


def vanishing_temperature(field_per_m, values, weights):
    """k_B T at which the self-consistent magnetization vanishes."""
    m = 1e-3

    def mismatch(thermal_energy):
        boltzmann = weights * np.exp(field_per_m * m * values
                                     / thermal_energy)
        return (values * boltzmann).sum() / boltzmann.sum() - m
    return brentq(mismatch, 0.05 * field_per_m, 5 * field_per_m)


nodes, node_weights = np.polynomial.legendre.leggauss(24)


def measured_temperature(matrix, convention):
    m = 0.2
    up = np.zeros((number, 3))
    up[:, 2] = m
    down = up.copy()
    up[0, 2], down[0, 2] = 1.0, -1.0
    field = (literal_energy(matrix, convention, down)
             - literal_energy(matrix, convention, up)) / (2 * m)
    return vanishing_temperature(field, nodes, node_weights)


W_shells = pair_strength(source_shells, source)
W0 = W_shells @ shell_factors((0, 0, 0))
points = {"N": (0.5, 0.5, 0), "P": (0.5, 0.5, 0.5), "H": (1, 0, 0)}
magnons = {name: (W0 - W_shells @ shell_factors(q)) / S
           for name, q in points.items()}
kT = W0 / 3

# The uniform state is a lowest-energy state of this periodic crystal.
assert np.isclose(np.linalg.eigvalsh(coupling_matrix(W_shells))[-1], W0)

rng = np.random.default_rng(4)
random_spins = rng.normal(size=(number, 3))
random_spins /= np.linalg.norm(random_spins, axis=1)[:, None]
source_energy = literal_energy(coupling_matrix(source_shells), source,
                               random_spins)
aligned = np.tile([0.0, 0.0, 1.0], (number, 1))
partners = [int(np.flatnonzero(mask[0])[0]) for mask in shell_masks]

tables, results, flip_costs = [], [], []
for convention in conventions:
    shells = convert(source_shells, source, convention)
    matrix = coupling_matrix(shells)
    assert np.isclose(literal_energy(matrix, convention, random_spins),
                      source_energy, rtol=1e-10, atol=1e-9)
    flipped = aligned.copy()
    flipped[0] *= -1
    cost = (literal_energy(matrix, convention, flipped)
            - literal_energy(matrix, convention, aligned))
    assert np.isclose(cost, 2 * W0, atol=1e-8)
    flip_costs.append(cost)
    for partner, strength in zip(partners, W_shells):
        combination = 0.0
        for a, b in itertools.product((1, -1), repeat=2):
            state = aligned.copy()
            state[0] *= a
            state[partner] *= b
            combination += a * b * literal_energy(matrix, convention, state)
        assert np.isclose(combination, -4 * strength, atol=1e-8)
    measured = [measured_magnon(matrix, convention, q)
                for q in points.values()]
    assert np.allclose(measured, list(magnons.values()), atol=1e-7)
    temperature = measured_temperature(matrix, convention)
    # The finite probe magnetization shifts the result by order 1e-6.
    assert np.isclose(temperature, kT, rtol=3e-6)
    tables.append(shells)
    results.append(measured + [temperature])

# Quantum mean field, from explicit sums over spin projections.
for spin in (0.5, 1.0, 1.5, 2.0):
    projections = np.arange(-spin, spin + 0.5) / spin
    quantum = vanishing_temperature(W0, projections,
                                    np.ones(len(projections)))
    assert np.isclose(quantum, kT * (spin + 1) / spin, rtol=3e-6)

# The source table read under a wrong convention.
source_matrix = coupling_matrix(source_shells)
misreadings = []
for wrong in ((-1, 1, "unit"), (-1, 2, "spin"), (1, 2, "unit")):
    factor = pair_strength(1.0, wrong) / pair_strength(1.0, source)
    wrong_H = measured_magnon(source_matrix, wrong, points["H"])
    assert np.isclose(wrong_H, factor * magnons["H"], atol=1e-7)
    wrong_kT = None
    if factor > 0:
        wrong_kT = measured_temperature(source_matrix, wrong)
        assert np.isclose(wrong_kT, factor * kT, rtol=3e-6)
    else:
        assert wrong_H < 0
    misreadings.append((wrong, factor, wrong_H, wrong_kT))


def label(convention):
    sign, count, kind = convention
    return f"{'+' if sign > 0 else '-'} {count}x {kind}"


print(f"moment = {moment:.1f} Bohr magnetons, g = {g_factor:.0f}")
print(f"S = {S:.2f}, S^2 = {S**2:.4f}")
print(f"sites in periodic crystal = {number}")
print("neighbours in shells 1,2,3 =", *neighbours)
print("W1, W2, W3 (mHa) =", *[f"{w:.3f}" for w in W_shells])
print(f"W(0) = {W0:.4f} mHa")
print(f"cost of one spin flip = {flip_costs[0]:.4f} mHa")
print("Label: sign, appearances of each pair, vector type")
print("Converted K1, K2, K3 (mHa):")
for convention, shells in zip(conventions, tables):
    print(f"{label(convention)}:", *[f"{k:9.5f}" for k in shells])
print("Point: q (2pi/a); shell cosine sums; W(q) (mHa)")
for name, q in points.items():
    factors = np.round(shell_factors(q), 8) + 0.0
    print(f"{name}: {q};", *[f"{f:.0f}" for f in factors],
          f"; {W_shells @ factors:.4f}")
print("From literal energies: magnons N, P, H; k_B T (mHa)")
for convention, row in zip(conventions, results):
    print(f"{label(convention)}:", *[f"{value:8.4f}" for value in row])
print("Formula values with conversions:")
for name, value in magnons.items():
    print(f"magnon {name} = {value:.4f} mHa = {value * MEV_PER_MHA:.1f} meV")
print(f"k_B T = {kT:.4f} mHa; T = {kT * KELVIN_PER_MHA:.0f} K")
print(f"ratio magnon H / k_B T = {magnons['H'] / kT:.4f}")
print(f"(S+1)/S continued to this S = {(S + 1) / S:.4f}")
print("Source table misread: factor; magnon H; k_B T (mHa)")
for wrong, factor, wrong_H, wrong_kT in misreadings:
    thermal = "none" if wrong_kT is None else f"{wrong_kT:.4f}"
    print(f"{label(wrong)}: {factor:.4f}; {wrong_H:.4f}; {thermal}")
print("finished without a failed check")
```

It prints:

```
moment = 2.2 Bohr magnetons, g = 2
S = 1.10, S^2 = 1.2100
sites in periodic crystal = 128
neighbours in shells 1,2,3 = 8 6 12
W1, W2, W3 (mHa) = 1.200 0.600 -0.040
W(0) = 12.7200 mHa
cost of one spin flip = 25.4400 mHa
Label: sign, appearances of each pair, vector type
Converted K1, K2, K3 (mHa):
- 2x unit:   0.60000   0.30000  -0.02000
- 2x spin:   0.49587   0.24793  -0.01653
- 1x unit:   1.20000   0.60000  -0.04000
- 1x spin:   0.99174   0.49587  -0.03306
+ 2x unit:  -0.60000  -0.30000   0.02000
+ 2x spin:  -0.49587  -0.24793   0.01653
+ 1x unit:  -1.20000  -0.60000   0.04000
+ 1x spin:  -0.99174  -0.49587   0.03306
Point: q (2pi/a); shell cosine sums; W(q) (mHa)
N: (0.5, 0.5, 0); 0 -2 -4 ; -1.0400
P: (0.5, 0.5, 0.5); 0 -6 12 ; -4.0800
H: (1, 0, 0); -8 6 12 ; -6.4800
From literal energies: magnons N, P, H; k_B T (mHa)
- 2x unit:  12.5091  15.2727  17.4545   4.2400
- 2x spin:  12.5091  15.2727  17.4545   4.2400
- 1x unit:  12.5091  15.2727  17.4545   4.2400
- 1x spin:  12.5091  15.2727  17.4545   4.2400
+ 2x unit:  12.5091  15.2727  17.4545   4.2400
+ 2x spin:  12.5091  15.2727  17.4545   4.2400
+ 1x unit:  12.5091  15.2727  17.4545   4.2400
+ 1x spin:  12.5091  15.2727  17.4545   4.2400
Formula values with conversions:
magnon N = 12.5091 mHa = 340.4 meV
magnon P = 15.2727 mHa = 415.6 meV
magnon H = 17.4545 mHa = 475.0 meV
k_B T = 4.2400 mHa; T = 1339 K
ratio magnon H / k_B T = 4.1166
(S+1)/S continued to this S = 1.9091
Source table misread: factor; magnon H; k_B T (mHa)
- 1x unit: 0.5000; 8.7273; 2.1200
- 2x spin: 1.2100; 21.1200; 5.1304
+ 2x unit: -1.0000; -17.4545; none
finished without a failed check
```
